# Transition-pressure shift from a relative energy error between two phases: verification in Python

```python
"""
Result under test: if the dense phase 2 is placed too high by a constant energy
delta per atom relative to phase 1, the common-tangent transition pressure
shifts to first order by delta / (V1 - V2), where V1 and V2 are the volumes per
atom of the two phases at the transition pressure.

Symbols: E(V) energy per atom in eV, V volume per atom in cubic angstrom,
P = -dE/dV pressure in eV per cubic angstrom (printed in GPa), B bulk modulus.
The model phases have Murnaghan energy curves with round parameters.
"""
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar, root

GPA = const.e / const.angstrom**3 / 1e9      # GPa in one eV per cubic angstrom
HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
AU_GPA = HARTREE / BOHR**3 / 1e9             # GPa in one hartree per cubic bohr

delta = 0.020                                # relative energy error, eV per atom
p_model = 10.0 / GPA                         # chosen coexistence pressure
v1_model, v2_model = 20.0, 18.0              # chosen coexistence volumes
b1_zero, b2_zero = 100.0 / GPA, 120.0 / GPA  # zero-pressure bulk moduli
b_prime = 4.0                                # pressure derivative of both moduli


def murnaghan(v, v_zero, b_zero):
    """Murnaghan energy, measured from its minimum."""
    return (b_zero * v / b_prime * ((v_zero / v)**b_prime / (b_prime - 1) + 1)
            - b_zero * v_zero / (b_prime - 1))


# Zero-pressure volumes and energy offset that give the chosen coexistence.
v1_zero = v1_model * (1 + b_prime * p_model / b1_zero)**(1 / b_prime)
v2_zero = v2_model * (1 + b_prime * p_model / b2_zero)**(1 / b_prime)
offset = (murnaghan(v1_model, v1_zero, b1_zero) + p_model * v1_model
          - murnaghan(v2_model, v2_zero, b2_zero) - p_model * v2_model)


def energy1(v):
    return murnaghan(v, v1_zero, b1_zero)


def energy2(v):
    return murnaghan(v, v2_zero, b2_zero) + offset


def pressure(energy, v):
    """Minus the slope of the energy curve, by a complex-step derivative."""
    step = 1e-30
    return -energy(v + 1j * step).imag / step


def common_tangent(e1, e2):
    """Return pressure and both volumes of the line touching both curves."""
    def conditions(volumes):
        va, vb = volumes
        p = pressure(e1, va)
        return [p - pressure(e2, vb), e2(vb) - e1(va) + p * (vb - va)]
    solution = root(conditions, [v1_model, v2_model], tol=1e-13)
    assert max(abs(r) for r in conditions(solution.x)) < 1e-11
    va, vb = solution.x
    return pressure(e1, va), va, vb


def enthalpy(energy, p):
    """Minimum of E + P V over the volume."""
    return minimize_scalar(lambda v: energy(v) + p * v, bounds=(12, 30),
                           method="bounded", options={"xatol": 1e-8}).fun


def volume_at(energy, p):
    return brentq(lambda v: pressure(energy, v) - p, 12, 30, xtol=1e-12)


def shift_for(error):
    """Full common-tangent shift for a constant error in phase 2."""
    return common_tangent(energy1, lambda v: energy2(v) + error)[0] - p_t


# Unperturbed transition: the tangent solver must find the intended coexistence.
p_t, v1, v2 = common_tangent(energy1, energy2)
dv = v1 - v2
assert abs(p_t - p_model) * GPA < 1e-7
assert abs(v1 - v1_model) < 1e-7 and abs(v2 - v2_model) < 1e-7

# Phase 1 is stable below the transition pressure, phase 2 above it.
assert enthalpy(energy1, 0.5 * p_t) < enthalpy(energy2, 0.5 * p_t)
assert enthalpy(energy1, 1.5 * p_t) > enthalpy(energy2, 1.5 * p_t)

# The pressure derivative of each minimized enthalpy is the volume.
dp = 1e-3
for energy, volume in ((energy1, v1), (energy2, v2)):
    slope = (enthalpy(energy, p_t + dp) - enthalpy(energy, p_t - dp)) / (2 * dp)
    assert abs(slope - volume) < 1e-3

# First-order law: central difference of full tangent solutions.
small = 1e-4
rate = (shift_for(small) - shift_for(-small)) / (2 * small)
assert abs(rate * dv - 1) < 1e-5

# Second-order law, with bulk moduli taken from the energy curves.
h = 1e-3
b1 = -v1 * (pressure(energy1, v1 + h) - pressure(energy1, v1 - h)) / (2 * h)
b2 = -v2 * (pressure(energy2, v2 + h) - pressure(energy2, v2 - h)) / (2 * h)
second_coefficient = (v1 / b1 - v2 / b2) / (2 * dv**3)
small = 2e-3
curvature = (shift_for(small) + shift_for(-small)) / (2 * small**2)
assert abs(curvature / second_coefficient - 1) < 1e-3

# Full shifts for the stated error, and two independent checks of them.
linear = delta / dv
second = second_coefficient * delta**2
full_plus, full_minus = shift_for(delta), shift_for(-delta)
for error, full in ((delta, full_plus), (-delta, full_minus)):
    crossing = brentq(lambda p: enthalpy(energy2, p) + error
                      - enthalpy(energy1, p), 0.5 * p_t, 1.5 * p_t, xtol=1e-13)
    assert abs(crossing - p_t - full) * GPA < 1e-6
    area = quad(lambda p: volume_at(energy1, p) - volume_at(energy2, p),
                p_t, p_t + full)[0]
    assert abs(area - error) < 1e-9
    assert abs(full - error / dv - second) < 0.1 * second


# Volume-dependent errors: only their values at the old tangent volumes count.
def error1(v):
    return 0.004 + 0.003 * (v - 21) + 0.001 * (v - 21)**2


def error2(v):
    return 0.015 - 0.002 * (v - 19) + 0.002 * (v - 19)**2


scale = 1e-3
scaled = [common_tangent(lambda v: energy1(v) + s * error1(v),
                         lambda v: energy2(v) + s * error2(v))[0]
          for s in (scale, -scale)]
numeric_rate = (scaled[0] - scaled[1]) / (2 * scale)
formula_rate = (error2(v2) - error1(v1)) / dv
assert abs(numeric_rate / formula_rate - 1) < 1e-4

# Errors common to both phases: a constant cancels, a term c V does not.
same = common_tangent(lambda v: energy1(v) + 0.05, lambda v: energy2(v) + 0.05)
assert abs(same[0] - p_t) * GPA < 1e-7
c = 0.001
tilted = common_tangent(lambda v: energy1(v) + c * v,
                        lambda v: energy2(v) + c * v)
tilt_shift = tilted[0] - p_t
assert abs(tilt_shift + c) * GPA < 1e-7

# Using the zero-pressure volume difference instead gives a wrong slope.
dv_zero = v1_zero - v2_zero
wrong = delta / dv_zero
assert abs(wrong - full_plus) > 5 * abs(linear - full_plus)

print("REQUESTED ESTIMATE")
print(f"relative energy error: {1000 * delta:.1f} meV/atom")
print(f"volume difference at transition: {dv:.4f} A^3/atom")
print(f"linear shift: {1000 * linear:.4f} meV/A^3")
print(f"1 eV/A^3 in GPa: {GPA:.4f} GPa")
print(f"linear shift: {linear * GPA:.4f} GPa")
print(f"linear shift: {linear * GPA / AU_GPA:.4e} hartree/bohr^3")
print("MODEL PHASES")
print(f"zero-pressure bulk modulus, phase 1: {b1_zero * GPA:.1f} GPa")
print(f"zero-pressure bulk modulus, phase 2: {b2_zero * GPA:.1f} GPa")
print(f"pressure derivative of both moduli: {b_prime:.1f} (no unit)")
print(f"zero-pressure volume, phase 1: {v1_zero:.4f} A^3/atom")
print(f"zero-pressure volume, phase 2: {v2_zero:.4f} A^3/atom")
print(f"energy minimum of 2 above that of 1: {1000 * offset:.3f} meV/atom")
print(f"transition pressure without error: {p_t * GPA:.4f} GPa")
print(f"volume at transition, phase 1: {v1:.4f} A^3/atom")
print(f"volume at transition, phase 2: {v2:.4f} A^3/atom")
print(f"bulk modulus at transition, phase 1: {b1 * GPA:.2f} GPa")
print(f"bulk modulus at transition, phase 2: {b2 * GPA:.2f} GPa")
print("FULL COMMON-TANGENT SOLUTION")
print(f"second-order term: {second * GPA:.4f} GPa")
print(f"linear plus second order, error +: {(linear + second) * GPA:.4f} GPa")
print(f"full shift, error +: {full_plus * GPA:.4f} GPa")
print(f"linear plus second order, error -: {(-linear + second) * GPA:.4f} GPa")
print(f"full shift, error -: {full_minus * GPA:.4f} GPa")
print(f"new transition pressure, error +: {(p_t + full_plus) * GPA:.4f} GPa")
print(f"new transition pressure, error -: {(p_t + full_minus) * GPA:.4f} GPa")
print(f"linear estimate off by, error +: {100 * (linear / full_plus - 1):.2f} %")
print("PITFALLS")
print(f"zero-pressure volume difference: {dv_zero:.4f} A^3/atom")
print(f"shift estimated from it: {wrong * GPA:.4f} GPa")
print(f"that estimate off by: {100 * (wrong / full_plus - 1):.2f} %")
print(f"common error c V, value of c: {1000 * c:.2f} meV/A^3")
print(f"full shift from common error c V: {tilt_shift * GPA:.4f} GPa")
print("finished without a failed check")
```

Output:

```
REQUESTED ESTIMATE
relative energy error: 20.0 meV/atom
volume difference at transition: 2.0000 A^3/atom
linear shift: 10.0000 meV/A^3
1 eV/A^3 in GPa: 160.2177 GPa
linear shift: 1.6022 GPa
linear shift: 5.4457e-05 hartree/bohr^3
MODEL PHASES
zero-pressure bulk modulus, phase 1: 100.0 GPa
zero-pressure bulk modulus, phase 2: 120.0 GPa
pressure derivative of both moduli: 4.0 (no unit)
zero-pressure volume, phase 1: 21.7551 A^3/atom
zero-pressure volume, phase 2: 19.3423 A^3/atom
energy minimum of 2 above that of 1: 136.390 meV/atom
transition pressure without error: 10.0000 GPa
volume at transition, phase 1: 20.0000 A^3/atom
volume at transition, phase 2: 18.0000 A^3/atom
bulk modulus at transition, phase 1: 140.00 GPa
bulk modulus at transition, phase 2: 160.00 GPa
FULL COMMON-TANGENT SOLUTION
second-order term: 0.0195 GPa
linear plus second order, error +: 1.6217 GPa
full shift, error +: 1.6216 GPa
linear plus second order, error -: -1.5827 GPa
full shift, error -: -1.5826 GPa
new transition pressure, error +: 11.6216 GPa
new transition pressure, error -: 8.4174 GPa
linear estimate off by, error +: -1.20 %
PITFALLS
zero-pressure volume difference: 2.4129 A^3/atom
shift estimated from it: 1.3280 GPa
that estimate off by: -18.10 %
common error c V, value of c: 1.00 meV/A^3
full shift from common error c V: -0.1602 GPa
finished without a failed check
```
